# Triplet and Singlet Terms of the Planar Cyclopentadienyl Cation

With four π electrons on a regular pentagon, the lowest electron configuration of C₅H₅⁺ gives levels at 0, 1.3366, 1.3366 and 2.6732 eV in a restricted open-shell (ROHF) calculation with the 6-31G basis. The first level is a triplet and the others are singlets. Two singlets coincide, the spacings are equal, and each spacing is twice one integral, \(K=0.6683\) eV. Symmetry explains the coincidence and the equal spacing; the positive sign of \(K\) explains why the triplet is lowest.

## Assumptions and orbitals

The nuclei are clamped in planar \(D_{5h}\) geometry, with chosen round bond lengths of 1.43 Å for C–C and 1.08 Å for C–H. The Hamiltonian is spin-free. All filled shells are frozen and are the same for every term. The orbitals are real, orthonormal, and taken from the triplet calculation, which treats the degenerate pair evenly. Formulas are in atomic units.

Let \(p_j\) be the out-of-plane p function on carbon \(j=0,\ldots,4\), at the angle \(\phi_j=2\pi j/5\). In a nearest-neighbour model with site energy \(\alpha\) and coupling \(\beta<0\), the combination with coefficients \(e^{im\phi_j}/\sqrt5\) has energy

\[
\epsilon_m=\alpha+\beta\left(e^{2\pi im/5}+e^{-2\pi im/5}\right)=\alpha+2\beta\cos(2\pi m/5).
\]

The lowest orbital has \(m=0\), followed by the pair \(m=\pm1\) and then the pair \(m=\pm2\). Every π orbital changes sign under reflection in the molecular plane, hence the double prime in its label. The \(m=0\) orbital also changes sign under an in-plane twofold rotation, which makes it \(a_2''\). The next pair is \(e_1''\), with real members

\[
a\propto\sum_j\cos\phi_j\,p_j,\qquad b\propto\sum_j\sin\phi_j\,p_j .
\]

Four electrons give \((a_2'')^2(e_1'')^2\). The site model serves to identify the orbitals; the derivation below needs only their symmetry.

A filled shell does not alter the term. If an operation acts on its orbitals through a real orthogonal matrix \(D\), the spin-up and spin-down electrons each contribute a factor \(\det D=\pm1\), and the product is 1. The two electrons in \(a,b\) therefore fix the term.

## The three terms

Let an operation \(R\) have eigenvalues \(\lambda_1,\lambda_2\) in the orbital pair, and let \(\chi(R)=\lambda_1+\lambda_2\). The symmetric two-electron products have eigenvalues \(\lambda_1^2,\lambda_2^2,\lambda_1\lambda_2\); the antisymmetric product has \(\lambda_1\lambda_2\). Since \(\chi(R^2)=\lambda_1^2+\lambda_2^2\),

\[
\chi_\pm(R)=\tfrac12\left[\chi(R)^2\pm\chi(R^2)\right].
\]

Each operation of \(D_{5h}\) acts in the plane either as a rotation by \(\theta=2\pi k/5\) or as a reflection, with or without reversal of \(z\). Reversal multiplies both orbitals by \(-1\), which cancels in a product of two orbitals. For the rotations, \(\chi(R)^2=4\cos^2\theta\) and \(\chi(R^2)=2\cos2\theta\), so

\[
\chi_+=2\cos^2\theta+\cos2\theta=1+2\cos2\theta,\qquad
\chi_-=2\cos^2\theta-\cos2\theta=1 .
\]

For the in-plane reflections, \(\chi(R)=0\) and \(\chi(R^2)=2\), so \(\chi_+=1\) and \(\chi_-=-1\). The characters of \(E_2'\) are \(2\cos2\theta\) and 0, while those of \(A_2'\) are 1 and \(-1\). Therefore

\[
[E_1''\otimes E_1'']_+=A_1'+E_2',\qquad [E_1''\otimes E_1'']_-=A_2'.
\]

The total wavefunction must change sign when the electrons are exchanged. The three triplet spin functions are symmetric and need the antisymmetric space function; the singlet spin function is antisymmetric and needs a symmetric one. With electron 1 written first, the space functions are

\[
\begin{aligned}
{}^3A_2':&\quad (ab-ba)/\sqrt2,\\
{}^1E_2':&\quad (aa-bb)/\sqrt2,\quad (ab+ba)/\sqrt2,\\
{}^1A_1':&\quad (aa+bb)/\sqrt2 .
\end{aligned}
\]

The count is \(3+2+1=6\), the number of ways to place two electrons in four spin orbitals.

The angular factors show what distinguishes the terms. With \(a\sim\cos\phi\) and \(b\sim\sin\phi\), the triplet function varies as \(\sin(\phi_2-\phi_1)\) and the \(A_1'\) function as \(\cos(\phi_1-\phi_2)\). The triplet vanishes when both electrons are at the same angle, where \(A_1'\) has its largest weight. The same is true at opposite angles, but there the repulsion is weaker. The \(E_2'\) functions depend on \(\phi_1+\phi_2\), so their combined density has no preference for any relative angle.

## Energies before fivefold symmetry is used

Let \(h\) contain the kinetic energy, the nuclear attraction and the mean field of the filled shells. Degeneracy gives \(h_{aa}=h_{bb}=\varepsilon\) and \(h_{ab}=0\), so every term has the one-electron energy \(2\varepsilon\). Define

\[
(pq|rs)=\iint \frac{p(\mathbf r_1)q(\mathbf r_1)\,r(\mathbf r_2)s(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1d^3r_2,
\]

with \(J_{aa}=(aa|aa)\), \(J_{bb}=(bb|bb)\), \(J_{ab}=(aa|bb)\) and \(K=(ab|ab)\). In the product notation, \(\langle pq|r_{12}^{-1}|rs\rangle=(pr|qs)\). For the two functions built from \(ab\) and \(ba\),

\[
\begin{aligned}
V_{ab\pm ba}&=\tfrac12\left[\langle ab|ab\rangle+\langle ba|ba\rangle\pm\langle ab|ba\rangle\pm\langle ba|ab\rangle\right]\\
&=\tfrac12[2J_{ab}\pm2K]=J_{ab}\pm K .
\end{aligned}
\]

For the other two, \(\langle aa|bb\rangle=(ab|ab)=K\), and \(J_{aa}=J_{bb}\) by symmetry, as shown below:

\[
V_{aa\pm bb}=\tfrac12[J_{aa}+J_{bb}\pm2K]=J_{aa}\pm K .
\]

Matrix elements between different terms, and between the two partners of \(E_2'\), vanish by symmetry. The two \(E_2'\) functions must have the same energy, although one expression reads \(J_{ab}+K\) and the other \(J_{aa}-K\).

## The relation between Coulomb and exchange integrals

Consider the orbital-product densities

\[
n=a^2+b^2,\qquad u=\tfrac12(a^2-b^2),\qquad v=ab .
\]

Under a rotation, \(a'=a\cos\theta+b\sin\theta\) and \(b'=-a\sin\theta+b\cos\theta\). Squaring and multiplying gives

\[
\begin{aligned}
u'&=\tfrac12\left[(\cos^2\theta-\sin^2\theta)(a^2-b^2)+4\sin\theta\cos\theta\,ab\right]
=u\cos2\theta+v\sin2\theta,\\
v'&=-\sin\theta\cos\theta\,(a^2-b^2)+(\cos^2\theta-\sin^2\theta)\,ab
=-u\sin2\theta+v\cos2\theta .
\end{aligned}
\]

The density \(n\) does not change. Write \((f|g)\) for the Coulomb interaction of two densities; it is unchanged when both are rotated. The vector \([(n|u),(n|v)]\) must equal itself after rotation by \(2\theta=144^\circ\), so it is zero. Since \((n|u)=\tfrac12(J_{aa}-J_{bb})\), this proves \(J_{aa}=J_{bb}\).

A reflection that changes the sign of \(b\) relative to \(a\) sends \(v\) to \(-v\) and leaves \(u\) alone, hence \((u|v)=0\). Rotational invariance of \((u|u)\) then gives

\[
(u|u)=\cos^22\theta\,(u|u)+\sin^22\theta\,(v|v)
\;\Rightarrow\;
\sin^22\theta\,[(u|u)-(v|v)]=0 .
\]

At \(\theta=72^\circ\) the sine is not zero, so \((u|u)=(v|v)\). Now \((v|v)=K\), while

\[
(u|u)=\tfrac14[J_{aa}+J_{bb}-2J_{ab}]=\tfrac12(J_{aa}-J_{ab}),
\]

and therefore

\[
\boxed{J_{aa}-J_{ab}=2K}.
\]

Because \((u|u)=(v|v)\) and \((u|v)=0\), the value of \(K\) is the same for every real orthonormal choice of the pair. An implementation may use whichever orientation the diagonalizer returns.

A square ring shows where the argument stops. There \(\theta=90^\circ\) and \(\sin2\theta=0\), so \((u|u)\) and \((v|v)\) need not agree. If products of p functions on different atoms are neglected, one can choose \(a\) on one diagonal of the square and \(b\) on the other. Then \(ab=0\) and \(K=0\), and the triplet is degenerate with the singlet \((ab+ba)/\sqrt2\) at this level. The fivefold axis excludes that case.

## Why the triplet is lowest

Let \(\tilde\rho(\mathbf k)=\int ab\,e^{-i\mathbf k\cdot\mathbf r}d^3r\). The Fourier form of the Coulomb interaction is

\[
\frac1{|\mathbf r|}=\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}e^{i\mathbf k\cdot\mathbf r}.
\]

Inserting it into \(K\) produces \(\tilde\rho(\mathbf k)\) times its complex conjugate:

\[
K=\frac1{2\pi^2}\int\frac{|\tilde\rho(\mathbf k)|^2}{k^2}\,d^3k>0 .
\]

The inequality is strict because \(ab\) is not identically zero. Direct evaluation of this integral gives 0.6682 eV, against 0.6683 eV from the two-electron integrals.

With \(J_{aa}=J_{ab}+2K\), and with \(E_0\) containing the closed-shell energy and \(2\varepsilon\), the levels are

\[
\boxed{
\begin{aligned}
E({}^3A_2')&=E_0+J_{ab}-K,\\
E({}^1E_2')&=E_0+J_{ab}+K,\\
E({}^1A_1')&=E_0+J_{ab}+3K .
\end{aligned}}
\]

The gaps from the triplet are \(2K\) and \(4K\). In real orbitals, one \(E_2'\) function is raised by exchange and the other by the larger repulsion in a doubly occupied orbital. Complex orbitals put the whole splitting into exchange. Let \(e_\pm=(a\pm ib)/\sqrt2\). Both have the density \(n/2\), so every direct repulsion equals

\[
J'=\tfrac14(J_{aa}+J_{bb}+2J_{ab})=\tfrac12(J_{aa}+J_{ab})=J_{ab}+K .
\]

Their exchange density is \(e_+^*e_-=\tfrac12(a-ib)^2=u-iv\), which gives

\[
K'=(u|u)+(v|v)=2K .
\]

The triplet from \(e_+e_-\) has energy \(J'-K'\), and the corresponding singlet, \(A_1'\), has \(J'+K'\). The \(E_2'\) states are \(e_+e_+\) and \(e_-e_-\), with energy \(J'\) and no exchange term. These are the boxed energies again, apart from \(E_0\).

The site model shows which part of the repulsion matters. If orbital products on different atoms are neglected, \(ab\) places the charge \(\tfrac15\sin2\phi_j\) on site \(j\). Let \(\gamma_0,\gamma_1,\gamma_2\) be the repulsions on one site, between neighbours and between second neighbours. Since \(\sum_j\sin2\phi_j\sin2\phi_{j+d}=\tfrac52\cos(4\pi d/5)\), and each site has two neighbours of each kind,

\[
\begin{aligned}
K&=\tfrac1{25}\cdot\tfrac52\left[\gamma_0+2\gamma_1\cos144^\circ+2\gamma_2\cos288^\circ\right]\\
&\approx\tfrac1{10}\left[\gamma_0-1.618\gamma_1+0.618\gamma_2\right].
\end{aligned}
\]

The coefficients add to zero. A repulsion independent of distance would shift all terms equally and leave no splitting.

## The numbers and their use in code

The computed integrals are \(J_{aa}=9.4240\) eV and \(J_{ab}=8.0874\) eV. Their difference is 1.3366 eV, equal to \(2\times0.6683\) eV. The repulsion energies follow:

- \({}^3A_2'\): \(8.0874-0.6683=7.4191\) eV.
- \({}^1E_2'\): \(8.0874+0.6683=8.7557\) eV, and also \(9.4240-0.6683=8.7557\) eV.
- \({}^1A_1'\): \(9.4240+0.6683=10.0923\) eV.

Subtraction gives gaps of 1.337 eV (129.0 kJ/mol) and 2.673 eV (257.9 kJ/mol), in agreement with diagonalization of the two-electron Hamiltonian. The triplet formula with its closed-shell energy gives −191.851913 hartree, the same as the ROHF total energy. Adding polarization functions (6-31G*) at the same geometry changes \(2K\) to 1.331 eV, and the larger valence basis 6-311G gives about 1.33 eV. Both shifts are below 0.01 eV, so the further decimals of the levels belong to the 6-31G basis.

Single determinants need care. In the same frozen orbitals, the determinant with \(a\) spin-up and \(b\) spin-down has repulsion \(J_{ab}\). It is an equal mixture of the triplet and one \(E_2'\) function, and it lies \(K\) above the triplet, half the true gap. The determinant with two electrons in \(a\) has repulsion \(J_{aa}\) and lies \(3K=2.005\) eV above the triplet, midway between \(E_2'\) and \(A_1'\). Neither energy is that of a singlet term. If the orbitals are optimized for such a determinant, they need not keep the fivefold symmetry; a nonzero value of \(J_{aa}-J_{ab}-2K\) then reveals the loss.

## Correlation among the π electrons

The formulas hold for one configuration. Full configuration interaction (CI) of the four π electrons in all ten π orbitals of the 6-31G basis, with the σ electrons frozen, lowers the triplet by 1.349 eV. With polarization functions (6-31G*, twenty π orbitals) the lowering is 1.460 eV, a shift of 0.11 eV, so this energy is not converged with the basis. The gaps are less sensitive, as shown below. The singlets are lowered more:

- \({}^1E_2'\) lies 0.798 eV (77.0 kJ/mol) above the triplet, a reduction of 0.539 eV from the first-order gap.
- \({}^1A_1'\) lies 1.599 eV (154.3 kJ/mol) above it, a reduction of 1.074 eV.

Both gaps shrink by about 40% of their first-order values. In the 6-311G basis the \({}^1E_2'\) gap is 0.793 eV, a shift of 0.005 eV; with polarization functions (6-31G*) it is 0.824 eV, a shift of 0.026 eV. The second and third decimals of this gap therefore belong to the 6-31G basis. The \({}^1A_1'\) gap is 1.605 eV in 6-31G*, a shift of 0.006 eV. The triplet remains below every singlet of this calculation. The original pair configuration keeps weights of about 0.89 in \({}^1E_2'\) and 0.835 in \({}^1A_1'\), so each state can still be traced to a term of that configuration, but \(2K\) is a poor quantitative estimate of the gap. The correlated levels are still almost equally spaced. The first-order derivation does not require this, and no general rule is inferred from it.

## Distortion and the condition for a crossing

An in-plane bond alternation of \(e_2'\) symmetry splits the orbital pair at first order, because the symmetric product of \(E_1''\) with itself contains \(E_2'\). The two-electron singlet behaves differently. For rotations, the product of two \(E_2'\) characters is \(4\cos^22\theta=2+2\cos4\theta\), and at multiples of \(72^\circ\) this equals \(2+2\cos\theta\). For reflections it is zero. Hence

\[
E_2'\otimes E_2'=A_1'+A_2'+E_1' .
\]

No \(E_2'\) appears, so this distortion cannot split \({}^1E_2'\) linearly. It can couple \({}^1E_2'\) to \({}^1A_1'\), which is a pseudo-Jahn–Teller effect.

Let the distortion shift the orbital energies of \(a\) and \(b\) by \(+\lambda\) and \(-\lambda\), with the integrals held fixed. The one-electron shift turns \((aa-bb)/\sqrt2\) into \(2\lambda(aa+bb)/\sqrt2\), and the reverse. On \(ab\) and \(ba\) the two shifts cancel, so the triplet does not move. Relative to the triplet, the coupled singlets have the matrix

\[
\begin{pmatrix}2K&2\lambda\\2\lambda&4K\end{pmatrix},
\]

whose lower eigenvalue is

\[
\Delta=3K-\sqrt{K^2+4\lambda^2}.
\]

For \(|\lambda|\ll K\), the square root is \(K+2\lambda^2/K\) to leading order, so \(\Delta\approx2K-2\lambda^2/K\). The gap closes when \(9K^2=K^2+4\lambda^2\), that is, at \(|\lambda|=\sqrt2K\). Beyond this point the model places a singlet below the triplet at the same distorted geometry. An orbital splitting that is large compared with exchange thus defeats the triplet preference.

The π-CI calculation was repeated for planar pentagons with all ring angles kept at 108°. The mean C–C length and the C–H length were held fixed. The bond lengths were \(1.43\,\text{Å}+\delta\cos2\psi\), where \(\psi\) is the direction of the bond. For \(\delta=-0.10\) Å this means one bond of 1.33 Å, two of 1.40 Å and two of 1.51 Å. Relative to the \(D_{5h}\) triplet, the singlet then lies at 0.679 eV and the triplet at 0.514 eV, a gap of 0.165 eV. Of the total narrowing in this calculation, \(0.798-0.165=0.633\) eV, the rise of the triplet supplies 0.514 eV and the fall of the singlet 0.119 eV. All energies of distorted rings given here are from the 6-31G basis, and their basis error was not determined.

These energies use the σ orbitals of the triplet for both spins, which favours the triplet: by about 0.09 eV in the regular pentagon, and by much more once the ring is distorted. At \(\delta=-0.10\) Å, taking the σ orbitals from the lower of the two closed-shell determinants instead, followed by the same π-CI, lowers the singlet by 0.31 eV. It then lies 0.37 eV above the \(D_{5h}\) triplet and 0.14 eV below the triplet at the same distorted geometry. A fair measure of its fall needs adapted σ orbitals at both geometries. With σ orbitals optimized for each π-CI state, the singlet lies about 0.71 eV above the \(D_{5h}\) triplet in the regular pentagon and 0.35 eV above it at \(\delta=-0.10\) Å, where it is 0.16 eV below the triplet of the same geometry. Its fall is then about 0.36 eV instead of 0.12 eV, so the division of the narrowing given above holds only for common σ orbitals. The gaps with common σ orbitals are used below to test the two-state model, not to locate the crossing in the real ion.

The two-state formula can be compared with these gaps. It omits any change of energy that the distortion causes equally in both states, which is why its triplet stays fixed; such a common shift cancels in the gap. Let an effective \(K=0.798/2=0.399\) eV replace the first-order integral. Solving for the orbital shift,

\[
|\lambda|=\tfrac12\sqrt{(3K-\Delta)^2-K^2}.
\]

The gaps 0.581 eV at \(\delta=-0.05\) Å and 0.165 eV at \(\delta=-0.10\) Å give \(|\lambda|=0.23\) and 0.48 eV. On the positive side, 0.584 and 0.195 eV give 0.23 and 0.46 eV. These are effective values fitted to the gaps. They absorb changes in the integrals and in correlation, and need not equal the shifts of computed orbital energies. Doubling the distortion roughly doubles them, as the model requires for a linear splitting. With the σ orbitals of the triplet, extrapolation to \(\sqrt2K=0.56\) eV puts the crossing near \(|\delta|=0.12\) Å. With σ orbitals adapted to the singlet it comes earlier, before \(\delta=-0.10\) Å is reached on the negative side. Both statements concern the order of the states at one distorted geometry. Neither shows that the relaxed singlet falls below the relaxed triplet.

## Relation to the real ion and to precursor ligands

The free cation has a triplet ground state, and its measured adiabatic singlet–triplet separation is roughly 0.2 eV. At the chosen bond lengths, the first-order gap of 1.34 eV is several times larger than this. The calculations test two of the assumptions, a single configuration and a fixed regular pentagon. Correlation among the π electrons reduces the vertical gap to 0.80 eV with the σ orbitals of the triplet (about 0.71 eV with σ orbitals optimized for each state), and letting the singlet distort to \(\delta=-0.10\) Å, with σ orbitals adapted to it, brings it to 0.37 eV above the \(D_{5h}\) triplet. No minimum was located. The remaining difference includes σ correlation, relaxation of all other coordinates and zero-point motion, whose separate shares were not computed.

In metal precursors, the cyclopentadienyl ligand can be counted as the anion C₅H₅⁻. Its six π electrons fill \(e_1''\), giving a \({}^1A_1'\) closed shell. The triplet preference derived here belongs to the free cation and should not be assigned to the bound ligand. The numerical output lists the 6-31G levels and the scan energies obtained with the σ orbitals of the triplet.

## Numbers as computed

```
C-C and C-H bond lengths: 1.43 1.08 angstrom
open pi orbitals: E1''
symmetric square (singlets): A1' + E2'
antisymmetric square (triplet): A2'
E2' x E2' = A1' + A2' + E1'
--- one configuration, ROHF/6-31G orbitals ---
ROHF triplet total energy: -191.851913 hartree
triplet energy from the formula: -191.851913 hartree
J_aa: 9.4240 eV
J_ab: 8.0874 eV
K: 0.6683 eV
K from the Fourier integral: 0.6682 eV
J_aa - J_ab: 1.3366 eV
levels above the triplet, from diagonalization: 0.0000 1.3366 1.3366 2.6732 eV
1E2' gap 2K: 1.337 eV = 129.0 kJ/mol
1A1' gap 4K: 2.673 eV = 257.9 kJ/mol
2K with 6-31G*: 1.331 eV
--- full pi CI, sigma electrons frozen, 6-31G ---
number of pi orbitals: 10
triplet lowering by pi correlation: 1.349 eV
1E2' above 3A2': 0.798 eV = 77.0 kJ/mol
1A1' above 3A2': 1.599 eV = 154.3 kJ/mol
weight of the pair configuration in 1E2': 0.890
weight of the pair configuration in 1A1': 0.835
--- bond alternation, pi CI, energies above the D5h triplet ---
amplitude -0.10 angstrom: lowest singlet 0.679 eV, triplet 0.514 eV, gap 0.165 eV
amplitude -0.05 angstrom: lowest singlet 0.708 eV, triplet 0.127 eV, gap 0.581 eV
amplitude +0.05 angstrom: lowest singlet 0.711 eV, triplet 0.127 eV, gap 0.584 eV
amplitude +0.10 angstrom: lowest singlet 0.709 eV, triplet 0.513 eV, gap 0.195 eV
lowest singlet found, D5h point included: 0.679 eV
```
